# Why adding the full Weizsäcker term to Thomas-Fermi fails in both limits

**Question**

I am learning orbital-free density functional theory and have two kinetic-energy functionals of the density. The Thomas-Fermi functional $T_{TF}$ is right for a uniform electron gas. The Weizsäcker functional $T_W$ depends on the gradient of the density and is right when there is only one orbital. It seems natural to add them. For a nearly uniform gas $T_W$ is small and should act as a gradient correction, while for one orbital the exact term is already included. Does $T_{TF}+T_W$ therefore improve on $T_{TF}$ in both limits? If so, why do I also see $T_W$ multiplied by $1/9$?

**Answer**

No. Having each term right in its own limit would be enough if the other term vanished there. $T_W$ does vanish for a uniform density, but $T_{TF}$ does not vanish for a single orbital. And near the uniform limit, being small does not give $T_W$ the right coefficient. The two limits need separate calculations.

I use atomic units in the algebra, so $\hbar=m_e=e=1$. The quantity to be approximated is $T_s$, the kinetic energy of non-interacting electrons in their ground state with density $n(\mathbf r)$, in three dimensions. Both spins are equally occupied unless stated otherwise. The functionals are

$$T_{TF}=C_F\int n^{5/3}\,d^3r,\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3},\qquad T_W=\int\frac{|\nabla n|^2}{8n}\,d^3r .$$

The first comes from the uniform gas, where $n=k_F^3/(3\pi^2)$ and the mean kinetic energy per electron is $\tfrac{3}{10}k_F^2$.

### One orbital

Let $N$ electrons ($N=1$ or $2$) occupy one real, normalized orbital $\varphi$. Then $n=N\varphi^2$ and $\nabla n=2N\varphi\nabla\varphi$, so

$$\frac{|\nabla n|^2}{8n}=\frac{4N^2\varphi^2|\nabla\varphi|^2}{8N\varphi^2}=\frac N2|\nabla\varphi|^2 .$$

The integral of the right side is the kinetic energy. Hence $T_W=T_s$, and

$$(T_{TF}+T_W)-T_s=T_{TF}.$$

The error of the sum is the whole Thomas-Fermi energy. For $N=1$ the spin-polarized form of $T_{TF}$ must be used. Each spin contributes half of what an unpolarized gas of twice its density would have, so one electron gives $\tfrac12T_{TF}[2n]$, half the value for a pair in the same orbital.

The orbital must be real, up to a constant phase. If $\varphi=|\varphi|e^{i\theta(\mathbf r)}$, then $|\nabla\varphi|^2=(\nabla|\varphi|)^2+|\varphi|^2|\nabla\theta|^2$. The density does not show the second part, which is the energy of a current.

**A pair in a harmonic well.** Take two electrons in the lowest orbital of an isotropic well of frequency $\omega$:

$$n=2\left(\frac{\omega}{\pi}\right)^{3/2}e^{-\omega r^2}.$$

Since $\nabla\varphi=-\omega\mathbf r\,\varphi$ and $\langle r^2\rangle=3/(2\omega)$, the kinetic energy is $T_s=2\cdot\tfrac12\omega^2\langle r^2\rangle=\tfrac32\omega$. For Thomas-Fermi, the Gaussian integral $\int e^{-5\omega r^2/3}d^3r=(3\pi/5\omega)^{3/2}$ gives

$$T_{TF}=C_F\,2^{5/3}\left(\frac\omega\pi\right)^{5/2}\left(\frac{3\pi}{5\omega}\right)^{3/2}=C_F\,2^{5/3}\left(\frac35\right)^{3/2}\frac{\omega}{\pi}.$$

With $\hbar\omega=10$ eV these are $T_s=T_W=15.000$ eV and $T_{TF}=13.485$ eV. The errors, relative to $T_s$, are:

- $T_{TF}$ alone: $13.485-15.000=-1.515$ eV, or $-10.1\,\%$.
- $T_{TF}+T_W$: $28.485-15.000=+13.485$ eV, or $+89.9\,\%$.

Adding the term that is exact for this system has made the answer much worse, because $T_{TF}$ alone already amounts to $90\,\%$ of $T_s$.

**When is the sum worse than $T_{TF}$ alone?** For one orbital the two errors have magnitudes $T_{TF}$ and $|T_{TF}-T_W|$. If $T_W\le T_{TF}$, the second is smaller, since it is $T_{TF}-T_W$. If $T_W>T_{TF}$, it is smaller when $T_W-T_{TF}<T_{TF}$. Both cases together give the condition

$$T_W<2T_{TF}.$$

The harmonic pair satisfies it, but not every one-orbital density does. Spread the pair evenly over $M$ distant, identical wells, all in one orbital. Each well then holds the old density divided by $M$. $T_W$ is of first degree in $n$, so its total is $M\cdot M^{-1}=1$ times the old value. $T_{TF}$ is of degree $5/3$, so its total is $M\cdot M^{-5/3}=M^{-2/3}$ times the old value.

For $M=8$ the factor is $1/4$, and $T_{TF}$ drops to $3.371$ eV while $T_s$ stays at $15.000$ eV. Now $T_{TF}$ alone errs by $-11.629$ eV and the sum by $+3.371$ eV, so the sum is the better of two poor estimates. What holds for every real single orbital is that the sum errs by $T_{TF}$, not that it loses to $T_{TF}$.

### Slowly varying density: one number to find

Now let the density vary slowly: it changes little over a Fermi wavelength, and the wavelength of its modulation is long compared with the Fermi wavelength. The leading term of $T_s$ is $T_{TF}$, by treating each region as a uniform gas. I assume that the corrections can be expanded in local terms with increasing numbers of gradients.

A single gradient is a vector and cannot form a scalar by itself. With two gradients the possible terms are $a(n)|\nabla n|^2$ and $b(n)\nabla^2n$. For a periodic density the surface terms cancel, and integration by parts turns the second into $-b'(n)|\nabla n|^2$. So there is one correction, $\int g(n)|\nabla n|^2d^3r$.

Scaling fixes $g$. Replace each orbital $\varphi(\mathbf r)$ by $\gamma^{3/2}\varphi(\gamma\mathbf r)$. The density becomes $\gamma^3n(\gamma\mathbf r)$ and $T_s$ is multiplied by $\gamma^2$. The squared gradient brings $\gamma^8$ and the volume element $\gamma^{-3}$, so the correction becomes

$$\gamma^5\int g(\gamma^3n)|\nabla n|^2d^3r .$$

This must equal $\gamma^2\int g(n)|\nabla n|^2d^3r$ for every slowly varying density, which requires $g(\gamma^3n)=\gamma^{-3}g(n)$, or $g\propto1/n$. Therefore

$$T_s=T_{TF}+\lambda T_W+\dots$$

with a pure number $\lambda$. Since $\lambda$ is the same for all slowly varying densities, the simplest one will do: a uniform gas with a weak ripple.

### What a ripple costs according to the functionals

Minimizing $T_s[n]+\int vn\,d^3r$ at fixed electron number gives $\delta T_s/\delta n+v=\mu$. Apply a weak potential $v=V\cos qx$ to a gas of density $n_0$, and write the change of density as $\delta\cos qx$, with $\delta=\chi V$. Let $K(q)$ be the second functional derivative of the kinetic energy for this wave. To first order in $V$, the $\cos qx$ part of the minimum condition is $K\delta+V=0$, so

$$K(q)=-\frac1{\chi(q)} .$$

A density that responds weakly is one whose modulation costs much kinetic energy. The cost per volume is $\tfrac12K\delta^2\langle\cos^2qx\rangle=\tfrac14K\delta^2$.

For Thomas-Fermi, $K$ is the second derivative of $C_Fn^{5/3}$:

$$K_{TF}=\tfrac{10}{9}C_Fn_0^{-1/3}=\tfrac13(3\pi^2)^{2/3}\,\frac{(3\pi^2)^{1/3}}{k_F}=\frac{\pi^2}{k_F},$$

where $n_0^{1/3}=k_F/(3\pi^2)^{1/3}$ was used. For Weizsäcker, the energy per volume to second order is $q^2\delta^2\langle\sin^2qx\rangle/(8n_0)=q^2\delta^2/(16n_0)$. Setting this equal to $\tfrac14K_W\delta^2$ gives $K_W=q^2/(4n_0)$.

Define $\eta=q/(2k_F)$. With $n_0=k_F^3/(3\pi^2)$,

$$K_W=\frac{3\pi^2q^2}{4k_F^3}=\frac{\pi^2}{k_F}\,3\eta^2,\qquad K_{TF}+\lambda K_W=\frac{\pi^2}{k_F}\left(1+3\lambda\eta^2\right).$$

### What the ripple really costs

The true $\chi$ follows from perturbation theory. The potential is $\tfrac V2(e^{iqx}+e^{-iqx})$, which mixes a plane wave $\mathbf k$ with $\mathbf k\pm\mathbf q$, where $\mathbf q$ points along $x$. With $\varepsilon_{\mathbf k}=k^2/2$ and volume $\Omega$, to first order

$$\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}\left[1+\frac V2\sum_\pm\frac{e^{\pm iqx}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}\right].$$

In $|\psi_{\mathbf k}|^2$ the cross terms double the real part, which gives $V\cos qx$ times the sum of the inverse energy differences. Adding all occupied states, with a factor 2 for spin,

$$\chi=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\sum_\pm\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}} .$$

Since $\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}=-(q^2/2\pm qk_x)$, the two terms combine to

$$-\frac{1}{q^2/2+qk_x}-\frac1{q^2/2-qk_x}=-\frac{q^2}{q^4/4-q^2k_x^2}=-\frac1{q^2/4-k_x^2}.$$

For fixed $k_x$ the occupied states fill a disk of area $\pi(k_F^2-k_x^2)$. The prefactor is $2\pi/(2\pi)^3=1/(4\pi^2)$, so

$$\chi=-\frac1{4\pi^2}\,\mathrm{P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_x^2}{q^2/4-k_x^2}\,dk_x .$$

The principal value P is justified because the denominator vanishes where $\mathbf k$ and its partner have equal energy. Both are then occupied, and their mutual contributions cancel.

Put $a=q/2=\eta k_F$ and split the integrand as $1+(k_F^2-a^2)/(a^2-k_x^2)$. The principal value of $\int dk_x/(a^2-k_x^2)$ between $\pm k_F$ is $\tfrac1a\ln|(a+k_F)/(a-k_F)|$. Hence

$$\chi=-\frac{k_F}{\pi^2}F(\eta),\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| ,$$

and the true cost is $K=(\pi^2/k_F)/F$.

For small $\eta$ the logarithm is $2(\eta+\eta^3/3+\dots)$, so

$$F=\tfrac12+\tfrac12(1-\eta^2)\left(1+\tfrac{\eta^2}3+\dots\right)=1-\tfrac{\eta^2}3+\dots,\qquad\frac1F=1+\frac{\eta^2}3+\dots$$

Comparison with $1+3\lambda\eta^2$ gives $3\lambda=\tfrac13$, so $\lambda=\tfrac19$:

$$T_s=T_{TF}+\tfrac19T_W+\dots$$

This is the origin of your $1/9$. The full $T_W$ makes the gradient term nine times too large. To this order, $T_{TF}$ alone errs by $-\tfrac19T_W$ and the sum by $+\tfrac89T_W$. The sum overshoots by eight times the amount that was missing.

### A gas with a finite ripple

The derivation used an infinitesimal ripple, so a finite one is a real check. Take a gas with chemical potential $\mu=10$ eV in a potential $V\cos qx$ with $V=2$ eV. For a period of 12 Å the density runs from $0.103$ to $0.188$ Å$^{-3}$, which is not a small modulation.

The motion along $x$ can be diagonalized numerically. A state with energy $\varepsilon$ along $x$ leaves $R=\mu-\varepsilon$ for free motion in the other two directions. Including spin, that motion has $1/\pi$ states per area and energy. Each state along $x$ thus holds $R/\pi$ electrons per area, with transverse kinetic energy $\int_0^RE\,dE/\pi=R^2/(2\pi)$. This gives $T_s$ and $n$ without any gradient expansion.

For the 12 Å period, per electron,

$$T_s-T_{TF}=6.177371-6.176075=0.001296\ \text{eV},\qquad T_W=0.011494\ \text{eV}.$$

The ratio is $0.1128$. The sum errs by $0.011494-0.001296=+0.010198$ eV, about $7.9$ times the error of $T_{TF}$ alone. Both errors are small compared with $T_s$, below $0.2\,\%$; it is as a correction that the full $T_W$ fails.

Longer periods approach the limit:

| Period (Å) | $(T_s-T_{TF})/T_W$ | Inverse |
|---|---|---|
| 12 | 0.11275 | 8.869 |
| 24 | 0.11152 | 8.967 |
| 48 | 0.11121 | 8.992 |

The differences from $1/9=0.11111$ are $0.00164$, $0.00041$ and $0.00010$. They fall about fourfold when the period doubles, as they should if the next correction has four gradients: it then scales as $q^4$, while $T_W$ scales as $q^2$.

The expansion has a limited range. One measure of slowness is $|\nabla n|/(k_Fn)$, which is proportional to $|\nabla n|/n^{4/3}$. In an exponentially decaying tail $|\nabla n|\propto n$, so this measure grows as $n^{-1/3}$ and the density is not slowly varying there, however smooth it looks. A small value of this measure is not enough on its own. For a weak ripple its maximum is $(\delta/n_0)\,2\eta$, which is small at any wavelength if $\delta$ is small, while the ratio $(T_s-T_{TF})/T_W=(1/F-1)/(3\eta^2)$ depends only on $\eta$. A ripple with $\delta/n_0=1\,\%$ at $\eta=1.6$ has a measure of $0.032$, below the $0.10$ of the 12 Å gas, yet its ratio is $0.78$, not $1/9$. The expansion also needs $\eta\ll1$.

### Where the full $T_W$ does belong

There is a third regime in which the coefficient 1 is right at leading order: a weak ripple of very short wavelength. For large $\eta$ the logarithm is $2(\eta^{-1}+\tfrac13\eta^{-3}+\tfrac15\eta^{-5}+\dots)$, so

$$F=\frac12+\frac{1-\eta^2}2\left(\frac1{\eta^2}+\frac1{3\eta^4}+\frac1{5\eta^6}+\dots\right)=\frac1{3\eta^2}+\frac1{15\eta^4}+\dots$$

and therefore

$$\frac1F=3\eta^2\left(1-\frac1{5\eta^2}+\dots\right)=3\eta^2-\frac35+\dots$$

The sum gives $3\eta^2+1$. Its leading term is right, and its constant is too large by $\tfrac85$. The change of regime is visible in the cost of a ripple relative to $\pi^2/k_F$:

| $\eta$ | True $1/F$ | $T_{TF}+T_W/9$ | $T_{TF}+T_W$ |
|---|---|---|---|
| 0.4 | 1.058 | 1.053 | 1.480 |
| 1.6 | 7.014 | 1.853 | 8.680 |

At $\eta=0.4$ the coefficient $1/9$ is clearly better. At $\eta=1.6$ it misses most of the cost, and the sum is too high by about $24\,\%$. No constant $\lambda$ serves both ends.

### The flaw in the reasoning

If you keep the full $T_W$, the remaining part to be modelled is $T_s-T_W$. The two limits say what it must be:

$$T_s-T_W=\begin{cases}0 & \text{one real orbital},\\[2pt] T_{TF}-\tfrac89T_W+\dots & \text{slowly varying density}.\end{cases}$$

The plain sum puts $T_{TF}$ in both places. A better functional needs a remainder that switches off for one orbital and also subtracts $\tfrac89T_W$ when the density varies slowly.

Using $T_{TF}+\tfrac19T_W$ instead repairs the second limit, not the first. The harmonic pair could mislead you here: the result is $13.485+1.667=15.152$ eV, only $1.0\,\%$ above $T_s$. That agreement belongs to the shape of this density. For the same pair spread over eight wells, the formula gives $3.371+1.667=5.038$ eV, about a third of the true $15.000$ eV.

The one-orbital energies, the finite ripple and the response are checked numerically in the numerical check, whose output follows.

## Numbers as computed

```
ONE ORBITAL: two electrons, harmonic well
quantum of the well                 10.000 eV
oscillator length                   0.8729 angstrom
T_s (energy minus mean potential)   15.000 eV
T_W (from density)                  15.000 eV
T_TF (from density)                 13.485 eV
T_TF / T_s                          0.8990
error of T_TF                       -1.515 eV = -10.1 %
error of T_TF + T_W/9               +0.152 eV = +1.0 %
error of T_TF + T_W                 +13.485 eV = +89.9 %
Quartic well, same length scale
T_s, T_W, T_TF                      25.331, 25.331, 21.670 eV
Same pair spread over eight distant wells (cube corners)
cube edge                           8.729 angstrom
T_s = T_W, T_TF                     15.000, 3.371 eV
error of T_TF, of T_TF + T_W        -11.629, +3.371 eV
SLOWLY VARYING GAS: cosine potential along one axis
chemical potential, amplitude       10.00, 2.00 eV
k_F at zero potential               1.6201 1/angstrom
period 12 angstrom, eta = 0.1616
  density min, mean, max            0.10319, 0.14470, 0.18844 1/angstrom^3
  T_s, T_TF per electron            6.177371, 6.176075 eV
  T_W per electron                  0.011494 eV
  error of T_TF, of T_TF + T_W      -0.001296, +0.010198 eV
  (T_s - T_TF)/T_W and its inverse  0.11275, 8.869
period 24 angstrom, eta = 0.0808
  density min, mean, max            0.10287, 0.14469, 0.18870 1/angstrom^3
  T_s, T_TF per electron            6.178168, 6.177843 eV
  T_W per electron                  0.002914 eV
  error of T_TF, of T_TF + T_W      -0.000325, +0.002589 eV
  (T_s - T_TF)/T_W and its inverse  0.11152, 8.967
period 48 angstrom, eta = 0.0404
  density min, mean, max            0.10279, 0.14469, 0.18876 1/angstrom^3
  T_s, T_TF per electron            6.178367, 6.178285 eV
  T_W per electron                  0.000731 eV
  error of T_TF, of T_TF + T_W      -0.000081, +0.000650 eV
  (T_s - T_TF)/T_W and its inverse  0.11121, 8.992
limit 1/9                           0.11111
RESPONSE: inverse response relative to its q -> 0 value
eta = 0.4: diagonalized 1.0584, formula 1/F 1.0584
  T_TF 1.000, T_TF + T_W/9 1.053, T_TF + T_W 1.480
eta = 1.6: diagonalized 7.0135, formula 1/F 7.0136
  T_TF 1.000, T_TF + T_W/9 1.853, T_TF + T_W 8.680
(1/F - 1)/eta^2 at eta = 0.01       0.33335
1/F - 3 eta^2 at eta = 20           -0.6003
```
